Starting inward Dirac integration and choosing the practical infinity

## First half: the decaying solution at large r

An electron moves in a local, spherically symmetric mean-field potential V(r). Its bound radial functions can be integrated outward from the nucleus and inward from a large radius R, and the two pieces are matched in between. The inward integration needs starting values at R. This problem derives them and then determines how large R must be.

Hartree atomic units are used, and c is the speed of light. E is the total energy including the rest energy c², and ε = E − c² is negative for a bound electron. We assume 0 < E < c². With P the large and Q the small radial function, and κ the relativistic angular quantum number, the radial equations are

P′ = −(κ/r) P + [(E − V + c²)/c] Q

Q′ = (κ/r) Q − [(E − V − c²)/c] P.

The normalization is ∫(P² + Q²) dr = 1. Outside the core the electron sees an ion of charge ζ ≥ 0, also written Z_ion, so that V = −ζ/r there. We take ζ < c|κ|. Corrections to this form of V are treated in the second half.

(a) Drop all terms in 1/r. Find the exponential rates and the ratio of Q to P belonging to each.

Solution. The equations become

P′ = [(c² + E)/c] Q,  Q′ = [(c² − E)/c] P.

Differentiating the first and inserting the second gives P″ = λ² P, with

λ² = (c² + E)(c² − E)/c² = c² − E²/c².

The rates are therefore +λ and −λ. To write the two directions symmetrically, define positive numbers p and q by

p² = (c² + E)/(2c²),  q² = (c² − E)/(2c²).

Their sum and difference, and their product, follow at once:

p² + q² = 1,  p² − q² = E/c²,  2cpq = λ.

The last relation holds because 4c²p²q² = (c⁴ − E²)/c² = λ². The coefficients of the limiting equations are now 2cp² and 2cq². If P = p e^(sλr) and Q = s q e^(sλr), with s = ±1, the first equation requires sλp = 2cp²·sq, and the second requires s²λq = 2cq²·p. Both are true because λ = 2cpq. The growing solution thus has Q/P = q/p, and the decaying one has Q/P = −q/p.

For weak binding, λ² = −ε(2 + ε/c²) tends to −2ε, the nonrelativistic value, and q/p tends to λ/(2c).

(b) Restore the 1/r terms by resolving P and Q along the two directions. What power of r multiplies the decaying exponential?

Solution. Write

P = p(f + g),  Q = q(g − f).

Here f is the amplitude along the decaying direction and g the amplitude along the growing one. Inverting gives

f = ½(P/p − Q/q),  g = ½(P/p + Q/q).

With V = −ζ/r, the coefficient of Q in P′ is 2cp² + ζ/(cr), and the coefficient of P in Q′ is 2cq² − ζ/(cr). Dividing the two equations by p and q, and using 2cpq = λ, we get

P′/p = −(κ/r)(f + g) + λ(g − f) + (ζ/cr)(q/p)(g − f)

Q′/q = (κ/r)(g − f) + λ(f + g) − (ζ/cr)(p/q)(f + g).

Half the difference is f′, and half the sum is g′. The κ terms give −κg/r in f′ and −κf/r in g′. The λ terms give −λf and +λg. For the ζ terms we need two combinations:

p/q − q/p = (p² − q²)/(pq) = (E/c²)(2c/λ) = 2E/(cλ)

p/q + q/p = 1/(pq) = 2c/λ.

Multiplied by the common factor ζ/(2cr), the first becomes Eζ/(c²λr) and the second becomes ζ/(λr). With

σ = Eζ/(c²λ),

the equations are

f′ = (−λ + σ/r) f + (ζ/λ − κ) g/r

g′ = (λ − σ/r) g − (κ + ζ/λ) f/r.

In a decaying solution g′ is close to −λg, so the second equation gives 2λg ≈ (κ + ζ/λ)f/r. Thus g is smaller than f by one power of 1/r, and its effect in the first equation is of order f/r². Such a term integrates to a finite correction at infinity and cannot change the power. The remaining equation f′ = (−λ + σ/r)f gives

f ≈ constant × r^σ e^(−λr).

The Coulomb attraction lowers the local decay rate from λ to λ − σ/r, and this is the origin of r^σ. Nonrelativistically E/c² → 1, so σ → ζ/λ. The E in σ is the total energy; the negative energy ε cannot replace it.

(c) Find the corrections as a series in 1/r.

Solution. Insert

f = r^σ e^(−λr) Σ a_k r^(−k),  g = r^σ e^(−λr) Σ b_k r^(−k),

where k runs from 0 and a_0 = 1 fixes the arbitrary factor. Differentiating r^(σ−k) e^(−λr) produces (σ − k)/r − λ times the same function. After removal of the common factor, the terms with λ and σ cancel in the f equation, leaving

−Σ k a_k r^(−k−1) = (ζ/λ − κ) Σ b_k r^(−k−1).

The g equation becomes

Σ (σ − k) b_k r^(−k−1) − λ Σ b_k r^(−k) = λ Σ b_k r^(−k) − σ Σ b_k r^(−k−1) − (κ + ζ/λ) Σ a_k r^(−k−1).

Its r⁰ part is −λb_0 = λb_0, so b_0 = 0. Equal powers r^(−k−1) then give

a_k = (κ − ζ/λ) b_k/k  for k ≥ 1

2λ b_(k+1) = (2σ − k) b_k + (κ + ζ/λ) a_k.

For k = 0 the second relation is

b_1 = (κ + ζ/λ)/(2λ).

For k ≥ 1 we eliminate a_k:

2λk b_(k+1) = [2σk − k² + κ² − ζ²/λ²] b_k.

The definition of σ allows a simplification:

ζ²/λ² − σ² = (ζ²/λ²)(1 − E²/c⁴) = (ζ²/λ²)(λ²/c²) = ζ²/c².

Let γ² = κ² − ζ²/c², with γ > 0. Then κ² − ζ²/λ² = γ² − σ², and the bracket is γ² − (k − σ)². Hence

b_(k+1) = [γ² − (k − σ)²] b_k/(2λk).

The starting values follow from P = p(f + g) and Q = q(g − f). The factor r^σ e^(−λr) may be omitted at the starting point, since it multiplies both.

A pure Coulomb field provides a limiting case. If σ = γ + n with a positive integer n, the bracket vanishes at k = n and the series ends. Its highest inverse power gives r^(σ−n) = r^γ near the origin, which is the regular behaviour. The finite sum is therefore a bound state. Setting Eζ/(c²λ) = γ + n and squaring gives E²ζ² = (γ + n)²c²(c⁴ − E²), or

E = c²/√(1 + ζ²/[c²(γ + n)²]),

the Sommerfeld energy.

(d) In general the series does not end. Decide whether it converges, and bound the error when both sums stop at k = K.

Solution. The magnitude of the ratio of successive terms of g is

|(k − σ)² − γ²|/(2λrk),

which grows as k/(2λr). The series diverges at every finite r unless it terminates. It can still be used at fixed K, provided that the remainder is controlled.

The truncated sums satisfy the f equation, because a_k and b_k are linked at each k separately. In the g equation the powers down to r^(−K) are matched. The left side minus the right side leaves

[(2σ − K) b_K + (κ + ζ/λ) a_K] r^(−K−1) = 2λ b_(K+1) r^(−K−1),

times r^σ e^(−λr). Let φ and ψ be the errors of the sums for f and g, defined as true value minus truncated sum. Subtraction gives

φ′ = (ζ/λ − κ) ψ/r

ψ′ = (2λ − 2σ/r) ψ − (κ + ζ/λ) φ/r − 2λ b_(K+1) r^(−K−1).

We want errors that vanish at infinity. The first equation integrates directly. The second is multiplied by r^(2σ) e^(−2λr) and then integrated:

φ(r) = −(ζ/λ − κ) ∫_r^∞ ψ(s) ds/s

ψ(r) = ∫_r^∞ e^(−2λ(s−r)) (s/r)^(2σ) [(κ + ζ/λ) φ(s)/s + 2λ b_(K+1) s^(−K−1)] ds.

Let M be the largest value of s^(K+1)|ψ(s)| for s ≥ r. Then

|φ(s)| ≤ |ζ/λ − κ| M s^(−K−1)/(K + 1).

Suppose K + 1 ≥ 2σ. Then (s/r)^(2σ) s^(−K−1) ≤ r^(−K−1), and the remaining exponential integrates to 1/(2λ). Since (ζ/λ − κ)(ζ/λ + κ) = σ² − γ², we obtain

M ≤ |b_(K+1)| + ηM,  η = |σ² − γ²|/[2λr(K + 1)].

The same estimate applied to the difference of two trial functions ψ shows that the integral equations shrink this difference by at least the factor η. For η < 1 they therefore have one solution with finite M. This proves that a decaying solution with the stated series exists. The error bounds are

|ψ(r)| ≤ |b_(K+1)| r^(−K−1)/(1 − η)

|φ(r)| ≤ |a_(K+1)| r^(−K−1)/(1 − η),

where the second uses a_(K+1) = (κ − ζ/λ)b_(K+1)/(K + 1).

The decaying solution is also unique up to a factor. For two solutions at the same E, the coefficients −κ/r and κ/r cancel in the derivative of P₁Q₂ − Q₁P₂, and so do the other terms. The combination is constant. If both solutions decay, the constant is zero and they are proportional.

(e) Apply the formulas to V = −[2 + 18e^(−3r)]/r, with κ = −1, at r = 9.5 bohr. The level has ε = −0.356589465 hartree and c = 137.036.

Solution. This is a model ion with nuclear charge 20 and ζ = 2. The energy was found by eighth-order Runge–Kutta integration in ln r, outward from 10⁻⁶ bohr and inward from a hard wall, P = 0, at 45 bohr. The pieces were matched at 2 bohr. The large function has three nodes. No asymptotic series enters this energy.

From λ² = −ε(2 + ε/c²) we get λ = 0.844495 bohr⁻¹. Then ζ/λ = 2.368279, and multiplication by E/c² = 0.999981 gives σ = 2.368234. Also γ = 0.999893. The first coefficients are

b_1 = (−1 + 2.368279)/1.688990 = 0.810116 bohr

a_1 = (−1 − 2.368279)(0.810116) = −2.728697 bohr

b_2 = [0.999787 − 1.872063](0.810116)/1.688990 = −0.418383 bohr²

a_2 = (−3.368279)(−0.418383)/2 = 0.704616 bohr².

At 9.5 bohr, stopping at K = 2 gives

Σ a_k r^(−k) = 1 − 0.287231 + 0.007807 = 0.720576

Σ b_k r^(−k) = 0.085275 − 0.004636 = 0.080640.

Their ratio is g/f = 0.11191. The inward integration from 45 bohr gives 0.111713. Stopping at K = 1 gives 0.11964, and K = 0 gives zero.

The bound in (d) needs K + 1 ≥ 2σ = 4.74, so it applies from K = 4. The recurrence gives b_4 = −0.012688 bohr⁴, hence b_5 = 0.00312 bohr⁵ and a_5 = −0.00210 bohr⁵. With η = 0.057, the errors of the two sums at K = 4 are at most 2.9 × 10⁻⁸ for f and 4.3 × 10⁻⁸ for g.

## Second half: how far out to start

The symbols carried over are as follows. E is the total energy, ε = E − c², and V tends to −ζ/r. The decay constant is λ = √(c² − E²/c²), and σ = Eζ/(c²λ). The radial functions are P = p(f + g) and Q = q(g − f), with p² = (c² + E)/(2c²), q² = (c² − E)/(2c²) and 2cpq = λ. The decaying solution is

f = r^σ e^(−λr) Σ a_k r^(−k),  g = r^σ e^(−λr) Σ b_k r^(−k),

with a_0 = 1, b_0 = 0 and b_1 = (κ + ζ/λ)/(2λ). The further coefficients obey a_k = (κ − ζ/λ)b_k/k and b_(k+1) = [γ² − (k − σ)²]b_k/(2λk), where γ² = κ² − ζ²/c². The series generally diverges, but stopping at K leaves errors bounded by the next terms, divided by 1 − η, if K + 1 ≥ 2σ and η = |σ² − γ²|/[2λr(K + 1)] < 1. The model ion of part (e) has λ = 0.844495 bohr⁻¹ and σ = 2.368234.

(f) How accurate can the series become at a given radius, if K may be chosen freely?

Solution. The terms shrink until the ratio found in (d) reaches one. At large k this happens when

(k − σ)² − γ² = 2λrk,  or  k² − (2λr + 2σ)k + σ² − γ² = 0.

For large λr the larger root is close to k = 2λr + 2σ. To find the size of the smallest term, multiply out the recurrence:

|b_(k+1)| = |b_1| ∏_(j=1)^k |(j − σ − γ)(j − σ + γ)| / [(2λ)^k k!].

A product of factors j + α, from j = 1 to k, grows as k! k^α times a constant. The two products together thus grow as (k!)² k^(−2σ), and

|b_(k+1)| r^(−k−1) ≈ constant × (1/r) k! k^(−2σ)/(2λr)^k.

Stirling's formula, k! ≈ √(2πk) k^k e^(−k), may be evaluated at k = 2λr. The minimum is so flat that the finite shift by 2σ changes the result by a relative amount of order 1/(λr). Therefore

smallest term ≈ constant × r^(−2σ−1/2) e^(−2λr).

For the model ion the smallest term of g is 1.387 × 10⁻²³ at 20 bohr and 8.367 × 10⁻⁴⁰ at 40 bohr. The logarithm of their ratio is 37.35. The formula gives

2λ(20) + (2σ + ½) ln 2 = 33.78 + 3.63 = 37.41.

The divergence is therefore no practical obstacle at such radii. Near r = σ/λ = 2.80 bohr the leading term alone is useless, since the first correction a_1/r is already −0.97. The series itself still serves for the pure Coulomb field: at K = 4, η = 0.19, and the bound of (d) keeps the errors of both sums below 3 × 10⁻⁵. The effect of the short-range potential at such small radii is treated in (i).

(g) Suppose that the starting ratio g/f at R is wrong by a small amount δ. What remains of this error at a smaller radius r?

Solution. A wrong ratio mixes in the growing solution. For that solution g leads, and g′ ≈ (λ − σ/r)g gives g ≈ r^(−σ) e^(λr). Going inward from R to r, the growing solution changes by

(r/R)^(−σ) e^(−λ(R−r)),

while the decaying solution changes by

(r/R)^σ e^(λ(R−r)).

The error of g/f is multiplied by the quotient of the first to the second:

δ(r)/δ(R) ≈ (R/r)^(2σ) e^(−2λ(R−r)).

This is the reason for integrating inward: in the outer region the wanted solution grows on the way, and the unwanted one decays. The error of g/f keeps falling as long as f grows inward, which in the model ion is down to 4.37 bohr.

In the model ion, an error of 0.1 was introduced at 24 bohr and followed to 20 bohr by the same numerical integration. It was multiplied by 2.93 × 10⁻³. The estimate is

(1.2)^4.736 e^(−6.756) = 2.3716 × 1.1639 × 10⁻³ = 2.76 × 10⁻³.

The estimate is 6 % below the integrated value. It omits the 1/r corrections, and an error of 0.1 is not infinitesimal. The combination P₁Q₂ − Q₁P₂ = 2pq(f₁g₂ − g₁f₂) is constant, as in (d), so to first order in δ the error is multiplied by [f(R)/f(r)]². In the decaying solution the first correction, a_1/r, changes from −0.114 at 24 bohr to −0.136 at 20 bohr, and [f(24)/f(20)]² is 2.90 × 10⁻³, 5 % above the estimate. The remaining 1 % comes from the finite size of the error introduced.

(h) What energy error does a wrong starting ratio at R produce?

Solution. Let P₁, Q₁ be a solution with energy E₁ and potential V₁, and P, Q one with E and V. Define D = P₁Q − Q₁P. In D′ the κ terms cancel. The terms containing Q₁Q are

[(E₁ − V₁ + c²) − (E − V + c²)] Q₁Q/c,

and those containing P₁P are

[(E₁ − V₁ − c²) − (E − V − c²)] P₁P/c.

The rest energy drops out of both, so

D′ = [(E₁ − V₁) − (E − V)] (P₁P + Q₁Q)/c.

For the present question V₁ = V. Both functions are regular at the nucleus, where D = 0. Integration to R gives

(E₁ − E) ∫_0^R (P₁P + Q₁Q) dr = c(P₁Q − Q₁P) at R.

Inserting P = p(f + g) and Q = q(g − f), and the same decomposition for P₁ and Q₁, we find

P₁Q − Q₁P = pq[(f₁ + g₁)(g − f) − (g₁ − f₁)(f + g)] = 2pq(f₁g − g₁f).

The terms f₁f and g₁g cancel in this expansion. Since 2cpq = λ,

(E₁ − E) ∫_0^R (P₁P + Q₁Q) dr = λ f₁f (g/f − g₁/f₁) at R.

If the starting error is small, f₁ may be replaced by f. For a normalized state with little norm beyond R, the integral is close to one. The leading result is

ΔE = E₁ − E ≈ λ f(R)² [(g/f)_true − (g/f)_start].

The energy error is proportional to the square of the wave function at R. A better starting ratio reduces it further.

At R = 9.5 bohr, λR is 8.02 and the normalized amplitude is f = 0.054468 bohr^(−1/2). The prefactor is

λf² = 0.844495 × 0.054468² = 2.505 × 10⁻³ hartree.

The energy was solved again with series starts at this radius. The errors below are relative to the level obtained with the wall at 45 bohr:

K = 0: estimate 2.80 × 10⁻⁴, found 2.70 × 10⁻⁴ hartree.
K = 1: estimate −1.99 × 10⁻⁵, found −1.99 × 10⁻⁵ hartree.
K = 2: estimate −4.94 × 10⁻⁷, found −4.94 × 10⁻⁷ hartree.

For K = 8 the ratio agrees with the integrated one to all nine decimals computed, 0.111712581. The energy difference is then below the root-search tolerance of 10⁻¹³ hartree and has no significance.

A hard wall, P(R) = 0, means g₁/f₁ = −1. The difference of ratios is no longer small. The growing solution also has an f part. To leading order in 1/R, with f′ ≈ λf, the f equation makes this part (ζ/λ − κ)/(2λR) times its g part, which is 0.21 here. Keeping the σ/R terms replaces λ by λ − σ/R and raises the estimate to 0.30, still without higher orders in 1/R. Replacing f₁ by f is then a rough step: the normalized wall state has f₁ = 0.72 f at R. With this f₁ the right side of the identity, λf₁f(1 + g/f), is 2.01 × 10⁻³ hartree, while λf² alone is only a rough estimate. The wall at 9.5 bohr raises the level by 2.02 × 10⁻³ hartree, compared with λf² = 2.51 × 10⁻³ hartree.

(i) The Coulomb starting values ignore the short-range potential δV = V + ζ/r beyond R. What energy error follows?

Solution. Such a start treats V₁ = V inside R and V₁ = −ζ/r outside. Integrate the identity for D′ from zero to infinity. D vanishes at both ends, because both states are regular at the nucleus and bound. This leaves

(E₁ − E) ∫_0^∞ (P₁P + Q₁Q) dr = ∫_0^∞ (V₁ − V)(P₁P + Q₁Q) dr.

The potential difference is zero inside R and −δV outside. To first order in δV, the state P₁, Q₁ may be replaced by the normalized P, Q:

ΔE ≈ −∫_R^∞ δV (P² + Q²) dr.

In the model, δV = −18e^(−3r)/r is attractive, so its omission raises the energy. To separate this error from series truncation, the start at R = 3.5 bohr used the full decaying Coulomb solution, evaluated through confluent hypergeometric functions. The computed rise was 1.267 × 10⁻⁵ hartree, and the integral, evaluated by Simpson's rule, gives the same value to these digits.

This condition on R is separate from the accuracy of the series. Adding Coulomb terms to the series cannot repair a start made inside the short-range potential.

(j) Choose R so that the leading envelope r^σ e^(−λr) has fallen to a fraction τ of its maximum. How much norm lies beyond R?

Solution. For σ > 0 the derivative of σ ln r − λr vanishes at r = σ/λ. Put x = λR/σ. The envelope at R, divided by its maximum, is

(λR/σ)^σ e^(σ−λR) = [x e^(1−x)]^σ.

Setting this equal to τ and taking logarithms gives

x − ln x = 1 + (1/σ) ln(1/τ).

The required root has x > 1, outside the maximum. It can be written with the lower real branch of the Lambert function. Since −x e^(−x) = −e^(−1) τ^(1/σ), we have

R = −(σ/λ) W₋₁(−e^(−1) τ^(1/σ)).

A simple iteration also suffices: insert x into the right side of x = 1 + ln(1/τ)/σ + ln x. The derivative of the right side is 1/x, so errors shrink near the required root. If ζ = 0, then σ = 0, the envelope is a pure exponential, and its value relative to that at the origin gives R = ln(1/τ)/λ.

For the norm beyond R, note that the logarithmic derivative of P² is near −2(λ − σ/r). Treating it as constant beyond R, and neglecting Q², gives

∫_R^∞ (P² + Q²) dr ≈ P(R)²/[2(λ − σ/R)].

At 9.5 bohr, P = p(f + g) is 0.06055 bohr^(−1/2), and the estimate is

0.003667/[2(0.8445 − 0.2493)] = 3.08 × 10⁻³.

Direct integration gives 3.10 × 10⁻³. The closeness is partly accidental. The 1/r terms of the sums lower the decay rate of P at R by 0.026 bohr⁻¹, which alone would raise the estimate to 3.22 × 10⁻³, and the growth of the rate beyond R nearly cancels this. A start at 9.5 bohr can thus give an accurate energy while 0.3 % of the norm lies outside the integrated region. That part must be added if the orbital is to be normalized.

(k) Choose the practical infinity for the model ion with τ = 10⁻⁸, and state the conditions under which the choice is valid.

Solution. The constant in the equation for x is

1 + 18.4207/2.368234 = 8.7782.

Starting from x = 8.7782, the iteration gives 10.9505, 11.1716, 11.1916 and 11.1934, and it settles at 11.1936. Hence

λR = σx = 26.51,  R = 26.51/0.844495 = 31.4 bohr.

The computed orbital has |P(R)|/max|P| = 2.1 × 10⁻⁸, twice the chosen τ. The factor arises because the envelope is not the orbital at its maximum: the envelope peaks at 2.80 bohr, but the orbital peaks at 3.85 bohr. There the envelope is 0.88 of its maximum and the sums for f and g that multiply it add to 0.52, against 0.94 at 31.4 bohr, so the factor is 0.94/(0.88 × 0.52) = 2.1. For this level the envelope is adequate for placing R, since a factor of two in amplitude shifts R by somewhat less than one bohr here. This does not carry over to large σ, where the orbital peaks far outside the envelope. For nonrelativistic hydrogen, where σ = n, the envelope radius for τ = 10⁻⁸ leaves |P(R)|/max|P| = 1.0 × 10⁻⁶ for 10s and 6.6 × 10⁻⁵ for 20s (1212 bohr instead of the 1486 bohr needed), and for 70s it gives x = 1.91, inside the classical turning point. If a strict amplitude limit is needed, it should be imposed on the computed orbital.

Two other conditions remain. The short-range potential at this radius is 7 × 10⁻⁴² hartree, which is negligible. With K = 6 the next terms of both sums are below 10⁻¹², and K + 1 = 7 exceeds 2σ = 4.74. The level from this start is −0.356589465 hartree, or −9.7033 eV, equal to the reference in all the digits given.

The practical infinity is therefore the smallest convenient grid radius that satisfies three demands together:

1. The energy error from δV beyond R is below the tolerance.
2. The first omitted terms are below the tolerance, with K + 1 ≥ 2σ and η < 1.
3. The amplitude or norm beyond R is negligible, unless the tail is added separately.

If the energy alone is wanted, the third demand can be relaxed, as the start at 9.5 bohr shows. If the orbital is to be set to zero beyond R, the third demand must be met, and for this ion it decides, moving R to 31.4 bohr.

The radius depends on the level through λ and σ. A weakly bound level has small λ and, in an ionic field, large σ, so the same τ requires a much larger R. The radius should also lie well outside the classical turning point. Nonrelativistically, and for an s state, which has no centrifugal term, this is at ζ/|ε| ≈ 2σ/λ, or x ≈ 2, compared with x = 11.2 here. During an energy search R is best chosen from a nearly converged trial energy and then held fixed, so that changes in the matching condition come from E and not from a moving starting point.

The coefficients assume that V approaches −ζ/r faster than any power of 1/r. A polarization potential proportional to r⁻⁴ leaves λ and σ unchanged, because it adds no 1/r term, but it alters later coefficients. Nonlocal exchange adds further terms to the radial equations, and these must be negligible at R or be included in the starting values.
